# Deformation-Potential Tensor of a Silicon Delta Valley from Its Little Group

## Six strain components and one valley

Stretching a silicon channel moves its conduction valleys. The valleys lie on the six cubic half-axes, called $\Delta$, and electrons collect in those that move lowest. A homogeneous strain has six independent components, so a linear law for one valley could need six material constants. A layer stretched equally in all directions of the (001) plane has only normal strains along the cubic axes, whereas stress along [110] adds an $xy$ shear. We ask how many constants the valley on [001] really has, and whether that shear moves its edge.

Let $\varepsilon$ be the symmetric strain tensor, with tension positive. A material point at $\mathbf x$ moves to $(1+\varepsilon)\mathbf x$. The shear $\varepsilon_{xy}$ is the tensor component, half the engineering shear angle. The strain is static and uniform, and the atoms within each cell have relaxed to equilibrium.

A wave vector must be followed as the lattice deforms. We label a state by its reference wave vector $\mathbf k$ in the unstrained crystal; its physical wave vector is

$$\mathbf k_{\rm phys}=(1+\varepsilon)^{-1}\mathbf k. \tag{1}$$

This keeps the Bloch phase between corresponding cells, because $\mathbf k_{\rm phys}\cdot(1+\varepsilon)\mathbf R=\mathbf k\cdot\mathbf R$ for each lattice vector $\mathbf R$. Let $E(\mathbf k,\varepsilon)$ be the energy of the lowest conduction band. Without strain its minimum is at

$$\mathbf k_0=\frac{2\pi}{a}(0,0,\kappa),\qquad 0<\kappa<1, \tag{2}$$

where $a$ is the lattice constant. Apart from spin, the band is non-degenerate there, so $E$ is a smooth function of $\mathbf k$ and $\varepsilon$ nearby.

Strain also moves the minimum to some $\mathbf k_m(\varepsilon)$. The edge is $E_v(\varepsilon)=E(\mathbf k_m(\varepsilon),\varepsilon)$, and the chain rule gives

$$\left.\frac{dE_v}{d\varepsilon_{ij}}\right|_0
=\left.\frac{\partial E}{\partial\varepsilon_{ij}}\right|_{\mathbf k_0,0}
+\sum_l\left.\frac{\partial E}{\partial k_l}\right|_{\mathbf k_0,0}
\left.\frac{dk_{m,l}}{d\varepsilon_{ij}}\right|_0 . \tag{3}$$

The last sum is zero because $\partial E/\partial k_l=0$ at a minimum. To first order we may therefore hold $\mathbf k$ at $\mathbf k_0$ and write

$$\delta E=\sum_{ij}\Xi_{ij}\varepsilon_{ij}+O(\varepsilon^2)
=\mathrm{tr}(\Xi\varepsilon)+O(\varepsilon^2). \tag{4}$$

Since $\varepsilon$ is symmetric, an antisymmetric part of $\Xi$ would contribute nothing, and we take $\Xi$ symmetric. The sum contains both $xy$ and $yx$, so the slope of $\delta E$ with respect to $\varepsilon_{xy}$ is $2\Xi_{xy}$.

## What a crystal symmetry demands

Let the unstrained crystal be mapped onto itself by a rotation or reflection $R$ followed by a translation $\mathbf t$. Apply $R$ to the strained crystal. A site originally at $\mathbf x$ goes to

$$R(1+\varepsilon)\mathbf x=(1+R\varepsilon R^T)R\mathbf x, \tag{5}$$

where $R^TR=1$ was used. The points $R\mathbf x$ form the original crystal displaced by $-\mathbf t$. The rotated object is thus the same crystal under strain $R\varepsilon R^T$, apart from a translation. Internal relaxation does not spoil this, since the equilibrium positions rotate with the strain that causes them. Rotation and translation leave energy levels unchanged, hence

$$E(R\mathbf k,R\varepsilon R^T)=E(\mathbf k,\varepsilon). \tag{6}$$

The translation $\mathbf t$, even when it is a fraction of a lattice vector, moves the crystal and its Bloch states together. It changes neither their wave vectors nor their energies, so it does not enter (6).

Now choose operations with $R\mathbf k_0=\mathbf k_0$. They form the point group of the little group of $\mathbf k_0$. Inserting (4) into (6), and using the cyclic property of the trace, gives

$$\mathrm{tr}(\Xi\varepsilon)=\mathrm{tr}(\Xi R\varepsilon R^T)
=\mathrm{tr}(R^T\Xi R\,\varepsilon). \tag{7}$$

This holds for every symmetric $\varepsilon$, so $R^T\Xi R=\Xi$. Multiplying by $R$ on the left and $R^T$ on the right yields

$$R\,\Xi\,R^T=\Xi. \tag{8}$$

The energy zero must share the symmetry. We return to its choice below.

## The eight operations

Cubic operations that fix the $z$ axis and its direction send $(x,y)$ to $(\pm x,\pm y)$ or $(\pm y,\pm x)$, with independent signs. There are eight, forming the group $C_{4v}$. We must check that diamond has them all.

Its two sublattices are the face-centred cubic lattice and the same lattice displaced by $\boldsymbol\tau=(a/4)(1,1,1)$. An operation that keeps each sublattice needs $R\boldsymbol\tau-\boldsymbol\tau$ to be a lattice vector. The identity and the mirror $(x,y,z)\to(y,x,z)$ give zero. The half turn $C_2:(x,y,z)\to(-x,-y,z)$ and the mirror $(x,y,z)\to(-y,-x,z)$ give $(a/2)(-1,-1,0)$, which is a lattice vector. These four need no fractional translation.

The mirror $x\to-x$ instead gives $(a/2)(-1,0,0)$, which is not a lattice vector. Follow it by the translation $\boldsymbol\tau$. The site at the origin goes to $\boldsymbol\tau$, and the site at $\boldsymbol\tau$ goes to

$$R\boldsymbol\tau+\boldsymbol\tau=\frac a2(0,1,1), \tag{9}$$

a site of the first sublattice. The operation is a symmetry that exchanges the sublattices. The quarter turn $C_4:(x,y,z)\to(-y,x,z)$ also has $R\boldsymbol\tau=(a/4)(-1,1,1)$, so (9) covers it too. Products of these two with the first four supply the inverse quarter turn and the mirror $y\to-y$. All eight operations are present.

## Reducing six constants to two

Apply (8) to the half turn, $R=\mathrm{diag}(-1,-1,1)$. Each component is multiplied by the signs of its two indices:

$$\Xi_{xz}=-\Xi_{xz}=0,\qquad \Xi_{yz}=-\Xi_{yz}=0,\qquad \Xi_{xy}=\Xi_{xy}. \tag{10}$$

The half turn leaves $xy$ free. The mirror $R=\mathrm{diag}(-1,1,1)$ removes it:

$$\Xi_{xy}=-\Xi_{xy}=0. \tag{11}$$

Physically, this mirror turns a positive $xy$ shear into a negative one while leaving the valley in place. Both shears must give the same energy, which rules out a linear term.

The quarter turn has $R_{xy}=-1$, $R_{yx}=1$ and $R_{zz}=1$. Its $xx$ condition is

$$\Xi_{xx}=R_{xy}\Xi_{yy}R_{xy}=\Xi_{yy}. \tag{12}$$

At most two constants remain, $p=\Xi_{xx}=\Xi_{yy}$ and $q=\Xi_{zz}$. Conversely, with $\hat{\mathbf z}$ the unit vector of the valley,

$$\mathrm{diag}(p,p,q)=p\,1+(q-p)\hat{\mathbf z}\hat{\mathbf z}^T. \tag{13}$$

Each of the eight operations satisfies $RR^T=1$ and $R\hat{\mathbf z}=\hat{\mathbf z}$, so it leaves (13) unchanged for arbitrary $p$ and $q$. Symmetry permits exactly two independent constants. Naming $\Xi_d=p$ and $\Xi_u=q-p$, we obtain

$$\Xi=\begin{pmatrix}\Xi_d&0&0\\0&\Xi_d&0\\0&0&\Xi_d+\Xi_u\end{pmatrix},
\qquad
\delta E=\Xi_d\,\mathrm{tr}\,\varepsilon+\Xi_u\varepsilon_{zz}. \tag{14}$$

Characters give the same count. The trace of the action of $R$ on symmetric tensors is $\chi(R)=\tfrac12[(\mathrm{tr}R)^2+\mathrm{tr}R^2]$. It equals 6 for the identity, 2 for the half turn, 0 for each of two quarter turns, and 2 for each of four mirrors. The number of invariant tensors is the group average,

$$\frac18(6+2+2\cdot0+4\cdot2)=2. \tag{15}$$

Symmetry fixes this number but not the two values. Either constant could vanish by accident in a particular material.

Spin does not add a constant. A uniformly strained diamond crystal keeps inversion, because inversion exchanges the sublattices and leaves both the strain and their relative displacement unchanged. Inversion combined with time reversal preserves $\mathbf k$. On the spin doublet it acts as $i\sigma_yK$, where $K$ is complex conjugation, and reverses each Pauli matrix:

$$(i\sigma_y)\sigma_j^*(i\sigma_y)^{-1}=-\sigma_j. \tag{16}$$

An energy matrix $c_0+\mathbf c\cdot\boldsymbol\sigma$ that respects this symmetry has $\mathbf c=0$. Strain shifts the doublet without splitting it, even with spin-orbit coupling.

## The other valleys and the energy zero

A valley along the unit vector $\mathbf n=R\hat{\mathbf z}$ follows from (6), since its shift under $\varepsilon$ equals that of the [001] valley under $R^T\varepsilon R$:

$$\delta E_{\mathbf n}=\Xi_d\,\mathrm{tr}\,\varepsilon+\Xi_u\,\mathbf n^T\varepsilon\mathbf n. \tag{17}$$

For a pure $xy$ shear the trace is zero, as is $\mathbf n^T\varepsilon\mathbf n$ for every cubic axis. To first order this shear leaves all six valley energies unchanged, although the positions of the in-plane valleys in wave-vector space can move linearly.

A reference energy with full cubic symmetry has equal response to the three normal strains and none to shear, so it shifts by $c\,\mathrm{tr}\,\varepsilon$. Measuring from it replaces $\Xi_d$ by $\Xi_d-c$ and leaves $\Xi_u$ unchanged. A value of $\Xi_d$ has meaning only with its reference; valley splittings depend on $\Xi_u$ alone at this order.

## Zincblende as a second case

In a III-V crystal the sublattices carry different atoms, and the four exchanging operations are lost. The half turn still removes $xz$ and $yz$, and the diagonal mirror still equates $xx$ with $yy$. Neither removes $xy$, so the little group alone permits three constants.

Without spin-orbit coupling, time reversal gives $E(-\mathbf k,\varepsilon)=E(\mathbf k,\varepsilon)$. Zincblende also has the operation $S_4:(x,y,z)\to(-y,x,-z)$, which reverses $\mathbf k_0$ and $\varepsilon_{xy}$. Together they give, for pure $xy$ shear,

$$E(\mathbf k_0,\varepsilon_{xy})=E(-\mathbf k_0,-\varepsilon_{xy})
=E(\mathbf k_0,-\varepsilon_{xy}). \tag{18}$$

The linear term vanishes again, leaving two constants. In silicon the little group suffices; in zincblende the same conclusion needs time reversal for a valley with $\kappa<1$. For a valley at X itself, $\mathbf k_0$ and $-\mathbf k_0$ differ by a reciprocal-lattice vector, so $S_4$ belongs to the little group, which then has eight operations and gives two constants on its own.

## What xy shear still does

The mirror used in (11) makes the edge an even function of pure $xy$ shear. Its leading response is therefore

$$\delta E=C\varepsilon_{xy}^2. \tag{19}$$

A two-band model shows how such a term can arise. In diamond the two lowest conduction bands meet at the zone-boundary point X. Let $s$ be the distance from X along the axis, and take

$$H=As^2+Bs\,\sigma_z+D\varepsilon_{xy}\sigma_x,\qquad A,B>0. \tag{20}$$

Here the Pauli matrices act on the two bands, and the shear coupling $D$ is an assumption of the model. The lower energy is $As^2-w$, with $w=\sqrt{B^2s^2+D^2\varepsilon_{xy}^2}$. Eliminating $s^2$ gives

$$E=\frac{A}{B^2}\left(w^2-D^2\varepsilon_{xy}^2\right)-w. \tag{21}$$

Setting $dE/dw=0$ gives $w=B^2/(2A)$, and therefore

$$E_{\min}=-\frac{B^2}{4A}-\frac{D^2\varepsilon_{xy}^2}{g},\qquad g=\frac{B^2}{A}. \tag{22}$$

At zero shear the minimum has $|s|=B/(2A)$, where the bands are separated by $2B|s|=g$. For a given coupling $D$, a smaller separation makes the quadratic shift larger. The solution requires $s^2\ge0$, or $|D\varepsilon_{xy}|\le g/2$. At the limit the minimum reaches X; beyond it the model edge is $-|D\varepsilon_{xy}|$, and the expansion about a separate $\Delta$ valley no longer applies.

The mass responds sooner. The product $\varepsilon_{xy}k_xk_y$ is unchanged by all eight operations, because each one multiplies $\varepsilon_{xy}$ and $k_xk_y$ by the same sign. With $k_x,k_y$ now physical components, the transverse energy to first order in shear is

$$E_\perp=\frac{\hbar^2}{2m_t}(k_x^2+k_y^2)+M\varepsilon_{xy}k_xk_y. \tag{23}$$

Along [110], $k_xk_y=k^2/2$; along $[1\bar10]$ it is $-k^2/2$. Equating each energy to $\hbar^2k^2/(2m)$ gives

$$\frac1{m_{110}}-\frac1{m_{1\bar10}}=\frac{2M\varepsilon_{xy}}{\hbar^2}. \tag{24}$$

A zero linear edge shift thus does not imply zero linear change in transport.

## A silicon-like crystal

To obtain numbers without assuming (14), we diagonalize a local-pseudopotential crystal in 137 plane waves. Its inputs are rough values typical of silicon: $a=0.543$ nm and form factors $-0.21$, $0.04$ and $0.08$ Ry at squared wave numbers 3, 8 and 11, in units of $(2\pi/a)^2$. A smooth spline joins them to $-0.60$ Ry at zero and to zero at larger reciprocal-lattice shells. Strain changes the wave numbers, the cell volume and the bond vector, which becomes

$$\mathbf d=(1+\varepsilon)\frac a4(1,1,1)^T-\zeta\frac a2(\varepsilon_{yz},\varepsilon_{xz},\varepsilon_{xy})^T,\qquad \zeta=0.5. \tag{25}$$

The mean potential is the energy zero. Spin-orbit coupling, nonlocality and self-consistent screening are left out.

The minimum is at $\kappa=0.853$. The slopes with respect to $\varepsilon_{xx}$ and $\varepsilon_{yy}$ are both $-10.470$ eV, and that for $\varepsilon_{zz}$ is $-0.176$ eV. The largest shear slope is $2\times10^{-10}$ eV, zero to numerical accuracy. Hence

$$\Xi_d=-10.470\ \mathrm{eV},\qquad
\Xi_u=-0.176+10.470=10.294\ \mathrm{eV}. \tag{26}$$

The mean of the three top valence bands moves by $-8.479$ eV per unit trace. Relative to it, $\Xi_d=-10.470+8.479=-1.991$ eV, with the same $\Xi_u$. The large change shows how strongly $\Xi_d$ depends on its reference.

The last digits belong to this basis and are not converged. With 459 plane waves, $\Xi_d$ from the mean potential changes by $-0.015$ eV, $\Xi_u$ by $-0.030$ eV and the valence-mean slope by $-0.026$ eV. In the channel example below, the splitting changes by $-0.5$ meV and the edge shift from shear alone by $-0.17$ meV. The interpolation matters more: moving its end point at zero by 0.1 Ry changes $\Xi_u$ by about 0.13 eV and the valence-referenced $\Xi_d$ by about 0.5 eV. The shape of the curve between the nodes matters more still: a monotone piecewise-cubic interpolant through the same values changes $\Xi_u$ by $-0.9$ eV, the valence-referenced $\Xi_d$ by $-2.0$ eV and the channel splitting by $-14$ meV. These are constants of the model, not predictions for silicon.

A test with all six components present used

$$\varepsilon=10^{-3}\begin{pmatrix}0.4&1.0&0.5\\1.0&-0.3&-0.4\\0.5&-0.4&0.6\end{pmatrix}, \tag{27}$$

with the minimum free to move in three dimensions. The direct shift minus (14) was $-0.349$ meV, and $-0.087$ meV at half this strain. The ratio 4.01 is that of a quadratic remainder; a missing linear term would tend to a ratio of 2.

The zincblende argument was tested by adding an antisymmetric form factor $0.05\,e^{-q^2/8}$ Ry, with $q$ in units of $2\pi/a$. At the same $\mathbf k_0$ the $xy$ slope remained zero to numerical accuracy, $4\times10^{-10}$ eV. This checks (18) at a point on the axis, not at a valley edge: in this model the band falls toward X, and $\mathbf k_0$ lies about 25 meV above the energy at X.

### A stretched channel

Take $\varepsilon_{xx}=\varepsilon_{yy}=0.0100$ and $\varepsilon_{zz}=-0.0077$, so $\mathrm{tr}\,\varepsilon=0.0123$. From the mean potential,

$$\begin{aligned}
\delta E_{001}&=-10.470(0.0123)+10.294(-0.0077)=-0.208\ \mathrm{eV},\\
\delta E_{100}&=-10.470(0.0123)+10.294(0.0100)=-0.026\ \mathrm{eV}.
\end{aligned} \tag{28}$$

The splitting is $10.294\times0.0177=0.182$ eV. Direct diagonalization differs by only $-0.11$ meV, so the linear law is accurate for this splitting at this strain. Each edge alone departs from the law by about 3 meV; the two departures nearly cancel in the difference.

At 300 K, $k_BT=25.85$ meV. For non-degenerate electrons and equal densities of states per valley, the [001] pair holds

$$f=\frac{2}{2+4e^{-182.2/25.85}}=0.998. \tag{29}$$

At a density $n=10^{17}$ cm$^{-3}$, the pair's effective density of states is $N_c=8.65\times10^{18}$ cm$^{-3}$, giving a filling $u=fn/N_c=0.0115$. With fugacity $z$, the first Fermi correction is $u=z-z^2/2^{3/2}$, or $\ln z=\ln u+u/2^{3/2}$ to first order. It raises the Fermi level by $k_BTu/2^{3/2}=0.11$ meV, which is negligible here.

Shear is the larger omission. Adding $\varepsilon_{xy}=0.005$ lowers the [001] edge by 7.4 meV in the stretched channel, and by 9.1 meV when applied alone. The latter is about a third of $k_BT$. Doubling the shear from 0.002 to 0.004 multiplies the shift by 4.02, in agreement with (19). A crystal already sheared by 0.005 therefore has a local slope of about $2(-9.07\ \mathrm{meV})/0.005=-3.6$ eV: zero slope belongs to the unsheared state. Stretching along the cubic axes, even with $\varepsilon_{xx}\ne\varepsilon_{yy}$, preserves the mirror used in (11) and hence the zero slope.

The same shear alone changes the transverse mass from $0.184\,m_e$ to $0.156\,m_e$ along [110] and $0.232\,m_e$ along $[1\bar10]$. The inverse masses are 6.40 and 4.32 in units of $1/m_e$. Their difference, 2.08, is 38% of the unsheared value $1/0.184=5.43$. Doubling the shear from 0.001 to 0.002 doubles this difference within 0.2%, as (24) requires.

These shear responses depend on the model's inputs. Changing $\zeta$ by 0.1 changes the 9.1 meV shift by about 1 meV and the 38% by about 2 percentage points. Moving the interpolation end point from $-0.60$ to $-0.50$ Ry raises them by about 1.4 meV and 3 percentage points. With 459 plane waves the 38% becomes 39%.

### Beside real silicon

Real silicon has its minimum near $\kappa=0.85$, masses of roughly 0.9 and $0.2\,m_e$, and $\Xi_u$ of roughly 9 to 10 eV. The model is close in these respects, with masses 0.872 and $0.184\,m_e$, but its gap of 0.82 eV is well below the real value of about 1.1 eV. In-plane tension near 1% is typical of silicon grown on a relaxed silicon-germanium layer. The bulk assumption fails in a thin channel, where confinement adds its own valley splitting. For a hard-wall layer 5 nm thick, normal to [001], the ground-level energy is $\hbar^2\pi^2/(2mL^2)=15.0\ \mathrm{meV}\,(m_e/m)$. The [001] pair has $m=0.872\,m_e$ along the normal and rises by 17 meV; the in-plane valleys have $m=0.184\,m_e$ and rise by 82 meV. The estimated splitting grows from 182 to about 247 meV. This confinement correction exceeds the nonlinear strain correction by far, although it leaves the bulk constants in (14) unchanged.

The full numerical output follows.

## Calculated quantities

```
little-group operations, diamond: 8
  of these, exchanging sublattices: 4
invariant constants, diamond: 2
little-group operations, zincblende: 4
invariant constants, zincblende little group alone: 3
invariant constants, zincblende with time reversal: 2
lattice constant: 0.543 nm; internal strain zeta: 0.5
form factors q^2=3,8,11: -0.21, 0.04, 0.08 Ry
interpolation value at q=0: -0.60 Ry; plane waves: 137
valley position kappa: 0.8529 (2 pi/a)
indirect gap of model: 0.819 eV
masses, longitudinal and transverse: 0.872, 0.184 m_e
valley slope dE/de_xx: -10.4698 eV
valley slope dE/de_yy: -10.4698 eV
valley slope dE/de_zz: -0.1756 eV
largest shear slope (yz, xz, xy): 2.0e-10 eV
zincblende model, size of xy slope: 3.9e-10 eV
Xi_d from mean potential: -10.470 eV
valence-mean slope per unit trace: -8.479 eV
Xi_d from valence mean: -1.991 eV
Xi_u: 10.294 eV
general strain, remainder at full scale: -0.3488 meV
general strain, remainder at half scale: -0.0869 meV
remainder ratio on doubling strain: 4.012
xy edge-shift ratio on doubling shear: 4.015
xy inverse-mass-difference ratio on doubling: 2.004
channel strain in plane, normal: 1.00, -0.77 %
linear [001] shift from mean potential: -208.0 meV
linear [100] shift from mean potential: -25.8 meV
splitting E[100]-E[001], linear law: 182.2 meV
splitting E[100]-E[001], direct: 182.1 meV
nonlinear part of splitting: -0.11 meV
temperature: 300 K; kT: 25.85 meV
electrons in [001] pair, linear law: 99.83 %
electrons in [001] pair, direct splitting: 99.83 %
carrier density: 1.0e+17 cm^-3
effective density of states, [001] pair: 8.65e+18 cm^-3
filling n/N_c: 0.0115
degeneracy correction to Fermi level: 0.106 meV
added xy shear (tensor component): 0.50 %
edge shift from xy shear alone: -9.07 meV
edge shift from xy shear in strained channel: -7.43 meV
sheared masses along [110], [1-10]: 0.1562, 0.2316 m_e
```
